**X-ray emission from Tamm-Dancoff response on a core-hole determinant: nitrogen, 2p → 1s**

The program tests the Hartree-Fock balance \(-\omega=\Delta-S_v+M\), where \(\omega\) is the lowest Tamm-Dancoff root, \(\Delta\) the difference of separately relaxed core-hole and valence-hole energies, \(S_v\) the missing final-state relaxation and \(M\) the gain by mixing. It asserts that the diagonal element of the response matrix and the ground-state orbital difference agree with differences of separately computed determinant energies. In a small basis it asserts that the roots equal the eigenvalues of the many-electron Hamiltonian among single excitations, and that adding double excitations recovers more of \(S_v\) than Tamm-Dancoff mixing does. For PBE0 it compares the diagonal element with a value from finite-difference energy curvature and exchange integrals. The Hartree-Fock output gives \(\Delta=399.1\) eV, an orbital difference of 410.9 eV and a Tamm-Dancoff emission energy of 394.6 eV. With PBE0 the errors of both estimates relative to \(\Delta\) change sign, and the diagonal element differs from the frozen-orbital energy difference by 12.4 eV. All energies are model values without spin-orbit coupling or lifetime effects, and the Hartree-Fock values also lack correlation.

## Check in Python

```python
"""
X-ray emission from Tamm-Dancoff (TDA) response on a core-ionized reference.

Result under test: with a stationary determinant that has an empty core spin
orbital c, the matrix A of TDA response has negative roots w, and -w are the
emission energies. For Hartree-Fock (HF)
    -w = DSCF - S_v + M,
    ground-state orbital difference = DSCF + R_c - R_v,
where E_c[s], E_v[s] are energies of the core-hole and valence-hole
determinants in orbital set s (g: neutral ground state, c: relaxed with core
hole, v: relaxed with valence hole), and
    DSCF = E_c[c]-E_v[v],  R_c = E_c[g]-E_c[c],  R_v = E_v[g]-E_v[v],
    S_v = E_v[c]-E_v[v],   M = lowering of the root by mixing of excitations.
S_v is relaxation of spectator electrons; it needs double and higher
excitations from the core-hole determinant.
Example: nitrogen atom, alpha 1s hole, 2p -> 1s emission.
Energies are in hartree inside the program and printed in eV.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants, fine_structure
from pyscf import gto, scf, dft
from pyscf.tdscf.uhf import get_ab
from pyscf.fci import cistring, direct_uhf

EV = physical_constants["Hartree energy in eV"][0]
TIME_AU = physical_constants["atomic unit of time"][0]
BASIS = "unc-cc-pvtz"
CORE, VAL = 0, 4        # alpha orbital indices of 1s and of one 2p orbital


def atom(basis, charge, spin):
    return gto.M(atom="N 0 0 0", basis=basis, charge=charge, spin=spin, verbose=0)


def density(orbitals, occ):
    return np.array([(orbitals[s] * occ[s]) @ orbitals[s].T for s in (0, 1)])


def run_scf(mol, method, orbitals=None, occ=None):
    """SCF; if occ is given, occupations follow the start orbitals by overlap."""
    if method == "HF":
        mf = scf.UHF(mol)
    elif method == "X2C-HF":
        mf = scf.UHF(mol).sfx2c1e()
    else:
        mf = dft.UKS(mol)
        mf.xc = method
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-6, 200
    if occ is None:
        mf.kernel()
    else:
        mf = scf.addons.mom_occ(mf, orbitals, occ)
        mf.kernel(density(orbitals, occ))
    assert mf.converged
    return mf


def flatten(blocks):
    """Join the spin blocks (aa, ab, bb) into one symmetric matrix."""
    aa, ab, bb = blocks
    na, nb = aa.shape[0] * aa.shape[1], bb.shape[0] * bb.shape[1]
    ab = ab.reshape(na, nb)
    return np.block([[aa.reshape(na, na), ab], [ab.T, bb.reshape(nb, nb)]])


def study(method, basis):
    ground = run_scf(atom(basis, 0, 3), method)
    assert abs(ground.spin_square()[0] - 3.75) < 0.05
    occ_core, occ_val = ground.mo_occ.copy(), ground.mo_occ.copy()
    occ_core[0, CORE] = 0
    occ_val[0, VAL] = 0
    ion = atom(basis, 1, 2)
    core = run_scf(ion, method, ground.mo_coeff, occ_core)
    val = run_scf(ion, method, ground.mo_coeff, occ_val)
    # the core hole has survived: lowest alpha orbital empty, next four filled
    assert core.mo_occ[0][CORE] == 0 and core.mo_occ[0][1:5].sum() == 4
    moved = core.mo_occ.copy()
    moved[0, CORE], moved[0, VAL] = 1, 0
    A, B = (flatten(m) for m in get_ab(core))
    roots, vectors = np.linalg.eigh(A)
    n_vir = int((core.mo_occ[0] == 0).sum())
    k = 3 * n_vir                       # position of the pair 2p -> 1s
    return SimpleNamespace(
        ground=ground, core=core, val=val, A=A, B=B, roots=roots,
        vectors=vectors, diag=A[k, k],
        gap=ground.mo_energy[0][VAL] - ground.mo_energy[0][CORE],
        Ecg=core.energy_tot(density(ground.mo_coeff, occ_core)),
        Evg=core.energy_tot(density(ground.mo_coeff, occ_val)),
        Evc=core.energy_tot(density(core.mo_coeff, moved)),
        Ec=core.e_tot, Ev=val.e_tot, dscf=core.e_tot - val.e_tot)


def show(label, value, unit="eV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# ---------- Hartree-Fock: energy balance from separate determinant energies
hf = study("HF", BASIS)
R_c, R_v, S_v = hf.Ecg - hf.Ec, hf.Evg - hf.Ev, hf.Evc - hf.Ev
M = hf.diag - hf.roots[0]
assert abs(hf.gap - (hf.Ecg - hf.Evg)) < 2e-5       # frozen ground orbitals
assert abs(hf.diag - (hf.Evc - hf.Ec)) < 2e-5       # frozen core-hole orbitals
assert min(R_c, R_v, S_v) > 0 and M > -1e-6
assert (hf.roots < 0).sum() == 4                    # one per alpha electron
assert np.ptp(hf.roots[:3]) < 1e-4                  # three 2p holes
assert hf.gap > hf.dscf > -hf.roots[0]              # errors of opposite sign

# ---------- transition dipoles of the four negative roots
r_ao = hf.core.mol.intor("int1e_r")
pair_dipoles = []
for s in (0, 1):
    C, filled = hf.core.mo_coeff[s], hf.core.mo_occ[s] > 0
    block = np.einsum("xpq,pi,qa->xia", r_ao, C[:, filled], C[:, ~filled])
    pair_dipoles.append(block.reshape(3, -1))
mu2 = ((np.hstack(pair_dipoles) @ hf.vectors[:, :4]) ** 2).sum(axis=0)
assert mu2[3] < 1e-8 < mu2[:3].min()                # 2s -> 1s is forbidden
assert np.ptp(mu2[:3]) < 1e-3 * mu2[0]
rate = (4 / 3 * fine_structure**3 * np.abs(hf.roots[:3])**3 * mu2[:3]).sum() / TIME_AU

# ---------- spin mixture of the core-hole determinant
s2 = hf.core.spin_square()[0]
weight5 = (s2 - 2) / (6 - 2)
occ5 = hf.ground.mo_occ.copy()
occ5[1, 0] = 0
quintet = run_scf(atom(BASIS, 1, 4), "HF", hf.ground.mo_coeff, occ5)
spin_shift = weight5 / (1 - weight5) * (hf.Ec - quintet.e_tot)
assert abs(quintet.spin_square()[0] - 6) < 0.05 and spin_shift > 0

# ---------- scalar relativity
rel = study("X2C-HF", BASIS)

# ---------- PBE0: A from energy curvature and exchange integrals
ks = study("pbe0", BASIS)
assert (ks.roots < 0).sum() == 4
C0 = ks.core.mo_coeff


def rotated_energy(theta):
    C = np.array(C0)
    C[0][:, VAL] = np.cos(theta) * C0[0][:, VAL] + np.sin(theta) * C0[0][:, CORE]
    C[0][:, CORE] = np.cos(theta) * C0[0][:, CORE] - np.sin(theta) * C0[0][:, VAL]
    return ks.core.energy_tot(density(C, ks.core.mo_occ))


h = 0.01
second = [(rotated_energy(t) + rotated_energy(-t) - 2 * rotated_energy(0)) / t**2
          for t in (h, 2 * h)]
a_plus_b = (4 * second[0] - second[1]) / 3 / 2
c_orb, v_orb = C0[0][:, CORE], C0[0][:, VAL]
vj, vk = scf.hf.get_jk(ks.core.mol, np.outer(c_orb, c_orb))
x_frac = dft.libxc.hybrid_coeff("pbe0")
a_minus_b = (ks.core.mo_energy[0][CORE] - ks.core.mo_energy[0][VAL]
             - x_frac * (v_orb @ vj @ v_orb - v_orb @ vk @ v_orb))
a_numeric = (a_plus_b + a_minus_b) / 2
# 1e-3 hartree: finite differences of a gradient functional at low spin density
assert abs(a_numeric - ks.diag) < 1e-3
ks_defect = -ks.diag - (ks.Ec - ks.Evc)

# ---------- small basis: A against the many-electron Hamiltonian
small = study("HF", "6-31g")
mol, Cs = small.core.mol, small.core.mo_coeff
norb, nelec = Cs[0].shape[1], mol.nelec
hcore, eri = small.core.get_hcore(), mol.intor("int2e")
h1 = tuple(Cs[s].T @ hcore @ Cs[s] for s in (0, 1))


def mo_eri(s, t):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, Cs[s], Cs[s], Cs[t], Cs[t],
                     optimize=True)


eri_mo = (mo_eri(0, 0), mo_eri(0, 1), mo_eri(1, 1))
h2 = direct_uhf.absorb_h1e(h1, eri_mo, norb, nelec, 0.5)
shape = tuple(cistring.num_strings(norb, n) for n in nelec)


def apply_h(vec):
    return direct_uhf.contract_2e(h2, vec, norb, nelec).reshape(shape)


def singles(det):
    found = []
    for s in (0, 1):
        for i in det[s]:
            for a in set(range(norb)) - det[s]:
                new = list(det)
                new[s] = (det[s] - {i}) | {a}
                found.append(tuple(new))
    return found


def hamiltonian(dets):
    address = np.array([[cistring.str2addr(norb, nelec[s], sum(1 << p for p in d[s]))
                         for s in (0, 1)] for d in dets])
    rows = []
    for ia, ib in address:
        vec = np.zeros(shape)
        vec[ia, ib] = 1
        rows.append(apply_h(vec)[address[:, 0], address[:, 1]])
    return np.array(rows)


reference = tuple(frozenset(int(p) for p in np.where(small.core.mo_occ[s] > 0)[0])
                  for s in (0, 1))
H = hamiltonian([reference] + singles(reference))
assert abs(H[0, 0] - small.Ec) < 1e-6
assert np.abs(H[0, 1:]).max() < 2e-5                # Brillouin's theorem
ci_roots = np.linalg.eigvalsh(H[1:, 1:]) - H[0, 0]
ci_error = np.abs(ci_roots - small.roots).max()
assert ci_error < 2e-5

S_small = small.Evc - small.Ev
part_tda = (small.diag - small.roots[0]) / S_small
assert S_small > 0 and part_tda < 0.2

# ---------- relaxed valence-hole determinant, expanded in core-hole orbitals
overlap = mol.intor("int1e_ovlp")
amplitudes, ranks = [], []
for s in (0, 1):
    relaxed = small.val.mo_coeff[s][:, small.val.mo_occ[s] > 0]
    U = Cs[s].T @ overlap @ relaxed
    amp, rank = [], []
    for k in range(shape[s]):
        string = int(cistring.addr2str(norb, nelec[s], k))
        filled = [p for p in range(norb) if string >> p & 1]
        amp.append(np.linalg.det(U[filled]))
        rank.append(len(set(filled) - reference[s]))
    amplitudes.append(amp)
    ranks.append(rank)
relaxed_ci = np.outer(*amplitudes)
rank_ci = np.add.outer(*ranks)      # excitation rank from the core-hole determinant


def truncated_energy(max_rank):
    vec = np.where(rank_ci <= max_rank, relaxed_ci, 0.0)
    return (vec * apply_h(vec)).sum() / (vec**2).sum()


assert abs((relaxed_ci**2).sum() - 1) < 1e-8
assert abs(truncated_energy(sum(nelec)) - small.Ev) < 1e-6
rank_weight = {r: (relaxed_ci[rank_ci == r]**2).sum() for r in (1, 2, 3)}
rank_part = {r: (small.Evc - truncated_energy(r)) / S_small for r in (1, 2, 3)}
assert rank_part[1] < part_tda + 1e-4       # TDA is the best vector of rank one
assert rank_part[2] > part_tda              # doubles bring what TDA lacks

# ---------- linear CI: singles on the moved hole = doubles from the reference
hole_moved = ((reference[0] - {VAL}) | {CORE}, reference[1])
E_doubles = np.linalg.eigvalsh(hamiltonian([hole_moved] + singles(hole_moved)))[0]
E_full_ci = direct_uhf.kernel(h1, eri_mo, norb, nelec)[0]
part_doubles = (small.Evc - E_doubles) / S_small
assert part_doubles > part_tda and E_doubles > E_full_ci - 1e-6

# ---------- full response: de-excitations are negative roots of positive norm
n = len(small.A)
w, Z = np.linalg.eig(np.block([[small.A, small.B], [-small.B, -small.A]]))
norm = (np.abs(Z[:n])**2 - np.abs(Z[n:])**2).sum(axis=0)
# 1e-6: rounding can split degenerate roots of a nonsymmetric matrix
full = np.sort(w.real[(norm > 0.5) & (w.real < 0) & (np.abs(w.imag) < 1e-6)])
assert len(full) == 4 and np.abs(full - small.roots[:4]).max() < 0.05

# ---------- printed numbers
print("Nitrogen atom, alpha 1s hole, 2p -> 1s emission, basis", BASIS)
show("Basis functions", hf.core.mol.nao, "", 0)
show("HF E_c[c], relaxed core-hole energy", hf.Ec * EV)
show("HF E_v[v], relaxed valence-hole energy", hf.Ev * EV)
show("HF DSCF emission energy", hf.dscf * EV)
show("HF ground-state orbital difference", hf.gap * EV)
show("HF TDA emission energy 2p -> 1s", -hf.roots[0] * EV)
show("HF TDA emission energy 2s -> 1s", -hf.roots[3] * EV)
show("HF minus diagonal element of A", -hf.diag * EV)
show("HF R_c", R_c * EV)
show("HF R_v", R_v * EV)
show("HF S_v", S_v * EV)
show("HF M", M * EV, "eV", 4)
show("HF error of orbital difference against DSCF", (hf.gap - hf.dscf) * EV)
show("HF error of TDA against DSCF", (-hf.roots[0] - hf.dscf) * EV)
show("HF mean of the two minus DSCF", ((hf.gap - hf.roots[0]) / 2 - hf.dscf) * EV)
show("HF number of negative roots", (hf.roots < 0).sum(), "", 0)
show("HF lowest positive root", hf.roots[4] * EV)
show("Squared dipole, each 2p -> 1s root", mu2[:3].mean(), "a.u.", 6)
print(f"Squared dipole, 2s -> 1s root: {mu2[3]:.1e} a.u.")
print(f"Radiative rate, sum of three 2p roots: {rate:.3e} 1/s")
show("<S^2> of core-hole determinant", s2, "", 4)
show("<S^2> of valence-hole determinant", hf.val.spin_square()[0], "", 4)
show("Quintet weight in core-hole determinant", weight5, "", 4)
show("Estimated spin correction to emission energy", spin_shift * EV)
show("X2C shift of TDA emission energy", (hf.roots[0] - rel.roots[0]) * EV)
show("X2C shift of DSCF emission energy", (rel.dscf - hf.dscf) * EV)
show("PBE0 exact-exchange fraction", x_frac, "", 2)
show("PBE0 DSCF emission energy", ks.dscf * EV)
show("PBE0 ground-state orbital difference", ks.gap * EV)
show("PBE0 TDA emission energy 2p -> 1s", -ks.roots[0] * EV)
show("PBE0 minus diagonal element of A", -ks.diag * EV)
show("PBE0 same from curvature and integrals", -a_numeric * EV)
show("PBE0 frozen difference E_c[c]-E_v[c]", (ks.Ec - ks.Evc) * EV)
show("PBE0 defect of the diagonal element", ks_defect * EV)
show("PBE0 S_v", (ks.Evc - ks.Ev) * EV)
print("Small model: HF in 6-31G")
print(f"Largest difference, A roots and CI roots: {ci_error * EV:.1e} eV")
show("6-31G DSCF emission energy", small.dscf * EV)
show("6-31G TDA emission energy", -small.roots[0] * EV)
show("6-31G full-response emission energy", -full[0] * EV)
show("6-31G S_v", S_small * EV)
show("Part of S_v recovered by TDA mixing", 100 * part_tda, "percent", 3)
for r in (1, 2, 3):
    print(f"Relaxed determinant, rank {r}: weight {rank_weight[r]:.5f}, "
          f"S_v recovered up to this rank {100 * rank_part[r]:.2f} percent")
show("Part of S_v gained by linear CI with doubles", 100 * part_doubles, "percent", 2)
show("6-31G E_v[v] minus full-CI energy", (small.Ev - E_full_ci) * EV)
print("done: every assertion held")
```

Output:

```
Nitrogen atom, alpha 1s hole, 2p -> 1s emission, basis unc-cc-pvtz
Basis functions: 42
HF E_c[c], relaxed core-hole energy: -1067.347 eV
HF E_v[v], relaxed valence-hole energy: -1466.432 eV
HF DSCF emission energy: 399.085 eV
HF ground-state orbital difference: 410.891 eV
HF TDA emission energy 2p -> 1s: 394.635 eV
HF TDA emission energy 2s -> 1s: 377.777 eV
HF minus diagonal element of A: 394.594 eV
HF R_c: 13.400 eV
HF R_v: 1.594 eV
HF S_v: 4.490 eV
HF M: 0.0407 eV
HF error of orbital difference against DSCF: 11.806 eV
HF error of TDA against DSCF: -4.450 eV
HF mean of the two minus DSCF: 3.678 eV
HF number of negative roots: 4
HF lowest positive root: 10.802 eV
Squared dipole, each 2p -> 1s root: 0.007852 a.u.
Squared dipole, 2s -> 1s root: 9.5e-32 a.u.
Radiative rate, sum of three 2p roots: 1.539e+12 1/s
<S^2> of core-hole determinant: 3.0021
<S^2> of valence-hole determinant: 2.0069
Quintet weight in core-hole determinant: 0.2505
Estimated spin correction to emission energy: 1.542 eV
X2C shift of TDA emission energy: 0.193 eV
X2C shift of DSCF emission energy: 0.207 eV
PBE0 exact-exchange fraction: 0.25
PBE0 DSCF emission energy: 397.995 eV
PBE0 ground-state orbital difference: 384.415 eV
PBE0 TDA emission energy 2p -> 1s: 405.597 eV
PBE0 minus diagonal element of A: 405.564 eV
PBE0 same from curvature and integrals: 405.564 eV
PBE0 frozen difference E_c[c]-E_v[c]: 393.173 eV
PBE0 defect of the diagonal element: 12.390 eV
PBE0 S_v: 4.822 eV
Small model: HF in 6-31G
Largest difference, A roots and CI roots: 3.3e-06 eV
6-31G DSCF emission energy: 401.816 eV
6-31G TDA emission energy: 399.671 eV
6-31G full-response emission energy: 399.690 eV
6-31G S_v: 2.154 eV
Part of S_v recovered by TDA mixing: 0.399 percent
Relaxed determinant, rank 1: weight 0.95077, S_v recovered up to this rank 0.04 percent
Relaxed determinant, rank 2: weight 0.04836, S_v recovered up to this rank 109.20 percent
Relaxed determinant, rank 3: weight 0.00086, S_v recovered up to this rank 100.26 percent
Part of S_v gained by linear CI with doubles: 110.52 percent
6-31G E_v[v] minus full-CI energy: 1.038 eV
done: every assertion held
```
